# Anisotropic Hopping and Collective Diffusion of Adatoms on a Row-Structured Surface

## The question

The surface of a crystal consists of parallel close-packed rows. An atom adsorbed on it (an adatom) rests in a well between two rows. It can hop to the next well along the rows, direction $x$, or over a row into the next channel, direction $y$. The barriers are $E_x=0.30$ eV and $E_y=0.40$ eV, and the rates have equal prefactors. The hop lengths are $L_x=0.29$ nm and $L_y=0.41$ nm. Where an absolute rate is needed, take the common prefactor as $\nu=1.0\times10^{12}\ \mathrm{s^{-1}}$. The lengths are those of a silver (110) surface, and the barriers are rough values of the size expected for silver adatoms on it, with one reservation. In semi-empirical many-atom models of that surface a direct hop over a row costs about 0.8 eV, and the crossing barrier near 0.4 eV belongs to the exchange process described in (f). The hop over a row is used here as a simple model of a crossing with that barrier.

Throughout, $\Gamma_i$ is the rate of hops to **one** given neighbour in direction $i$. There are two such neighbours in each direction. Use $k_B=8.617333\times10^{-5}$ eV/K.

- **(a)** Derive the hop rate from the equilibrium flux over the barrier, and state when the result holds.
- **(b)** Show that the two rates differ by a factor near 48 at 300 K. How does the factor depend on temperature?
- **(c)** Find both rates at 300 K and interpret their ratio in terms of the path of one adatom.
- **(d)** Many adatoms now share the surface, and their only interaction is that no two may occupy one site. Find the collective diffusion coefficients.
- **(e)** Evaluate these coefficients at 300 K. Is their ratio also near 48?
- **(f)** Which neglected effects matter most for these numbers?

## (a) The hop rate

Let $s$ be the coordinate along the hop path, $m$ the adatom mass and $V(s)$ the potential, with $V=0$ at the bottom of the well and $V=E$ at the barrier tops $s=\pm L/2$. I take the surface potential to be a sum $V_x(x)+V_y(y)$. Motion at right angles to the path then has the same thermal weight at the saddle as in the well, and it cancels from the rate.

If the adatom is in thermal equilibrium within its well, the probability density of its position is

$$
p(s)=\frac{e^{-V(s)/k_BT}}{Z},\qquad
Z=\int_{-L/2}^{L/2}e^{-V(s)/k_BT}\,ds .
$$

The rate of escape to the right is the density at the right-hand top times the mean contribution of positive velocities. With the Maxwell distribution, that contribution is

$$
\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\sqrt{\frac{k_BT}{2\pi m}} .
$$

Negative velocities are left out because they belong to atoms entering the well. Hence

$$
\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E/k_BT}}{Z}.
$$

When $k_BT\ll E$, the integral $Z$ comes mainly from the bottom of the well, where $V\simeq\tfrac12\kappa s^2$. The limits may then be moved to infinity:

$$
Z\simeq\int_{-\infty}^{\infty}e^{-\kappa s^2/2k_BT}\,ds=\sqrt{\frac{2\pi k_BT}{\kappa}} .
$$

Substitution makes the factors of $k_BT$ cancel:

$$
\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{\kappa}{2\pi k_BT}}\;e^{-E/k_BT}
=\nu\,e^{-E/k_BT},\qquad \nu=\frac{1}{2\pi}\sqrt{\frac{\kappa}{m}} .
$$

In this model the prefactor is the vibration frequency in the well, and the exponential is the thermal penalty for being at the saddle.

The result assumes classical motion, a harmonic well, and thermal equilibrium before each hop. It also assumes that an atom which crosses the top settles in the next well. An atom that turns back at once, or flies on over several wells, is not described correctly.

## (b) The ratio of the rates

Apply the law to each direction and divide:

$$
R\equiv\frac{\Gamma_x}{\Gamma_y}
=\frac{\nu\,e^{-E_x/k_BT}}{\nu\,e^{-E_y/k_BT}}
=\exp\!\left(\frac{E_y-E_x}{k_BT}\right).
$$

The equal prefactors cancel, so only the difference of the barriers remains. At 300 K,

$$
k_BT=(8.617333\times10^{-5}\ \mathrm{eV/K})(300\ \mathrm{K})=0.025852\ \mathrm{eV},
$$

$$
\frac{E_y-E_x}{k_BT}=\frac{0.10\ \mathrm{eV}}{0.025852\ \mathrm{eV}}=3.868,
\qquad R=e^{3.868}\simeq 47.85 .
$$

The rates therefore differ by a factor near 48, and hopping along the rows is the faster process because its barrier is lower. Counting hops to both neighbours doubles each rate and leaves $R$ unchanged.

A difference of 0.10 eV is only a quarter of the larger barrier, yet it is almost four times the thermal energy. The comparison with $k_BT$ is the one that matters.

For the temperature dependence, take the logarithm and differentiate at fixed barriers:

$$
\ln R=\frac{E_y-E_x}{k_BT},\qquad
\frac{d\ln R}{dT}=-\frac{E_y-E_x}{k_BT^2}=-\frac{\ln R}{T}.
$$

At 300 K this is $-3.868/300=-0.0129$ per kelvin, so warming by one kelvin lowers the ratio by about 1.3 percent. Over wider intervals the exponential itself is needed: $R$ is about 331 at 200 K, 18 at 400 K and 6.9 at 600 K. Doubling the temperature halves the exponent and so takes the square root of the ratio, as $\sqrt{47.85}=6.92$ confirms.

Both rates grow on heating, but the one with the larger barrier grows by the larger factor. The formula tends to 1 as $T\to\infty$, which is a formal limit, since the rate law needs $k_BT\ll E$. As $T\to0$ the classical ratio grows without bound while both classical rates vanish.

If the prefactors were unequal, the same division would give

$$
R=\frac{\nu_x}{\nu_y}\exp\!\left(\frac{E_y-E_x}{k_BT}\right).
$$

The barriers alone would then not fix the ratio. A prefactor 48 times larger for the $y$ hop would make the two rates equal at 300 K.

## (c) The rates and the path of one adatom

The two exponents are $0.30/0.025852=11.60$ and $0.40/0.025852=15.47$. With the common prefactor,

$$
\Gamma_x=10^{12}\,e^{-11.60}\ \mathrm{s^{-1}}\simeq9.1\times10^{6}\ \mathrm{s^{-1}},\qquad
\Gamma_y=10^{12}\,e^{-15.47}\ \mathrm{s^{-1}}\simeq1.9\times10^{5}\ \mathrm{s^{-1}} .
$$

Since there are two neighbours in each direction, the mean wait for the next hop along the rows is $1/(2\Gamma_x)\simeq55$ ns. The mean wait for the next hop across them is $1/(2\Gamma_y)\simeq2.6\ \mu$s. The second wait is not interrupted by hops along the row, because every site offers the same rate of crossing.

During the wait for a crossing, the mean number of hops along the row is

$$
\langle N\rangle=2\Gamma_x\times\frac{1}{2\Gamma_y}=R\simeq48 .
$$

This gives the ratio a direct meaning: an adatom makes on average 48 hops within its channel between successive crossings. These hops have random signs, so their mean displacement is zero and the cross terms in the squared displacement average to zero. The mean square displacement is $\langle N\rangle L_x^2$, and the root-mean-square excursion is

$$
\sqrt{R}\,L_x=6.92\times0.29\ \mathrm{nm}\simeq2.0\ \mathrm{nm}.
$$

The net displacement along the channel between crossings is thus about seven sites in root-mean-square terms, not 48.

## (d) Collective diffusion with site exclusion

Let $n_{\mathbf r}=1$ if site $\mathbf r$ is occupied and $0$ if it is empty. Let $\mathbf a_i$ be the vector of length $L_i$ to the neighbour in direction $i$. A hop from $\mathbf r$ to $\mathbf r'$ needs an atom at $\mathbf r$ and a vacancy at $\mathbf r'$, so it occurs at the rate $\Gamma_i n_{\mathbf r}(1-n_{\mathbf r'})$. Gains minus losses give

$$
\frac{d\langle n_{\mathbf r}\rangle}{dt}
=\sum_{i=x,y}\Gamma_i\sum_{\mathbf r'=\mathbf r\pm\mathbf a_i}
\big\langle n_{\mathbf r'}(1-n_{\mathbf r})-n_{\mathbf r}(1-n_{\mathbf r'})\big\rangle .
$$

Multiply out the bracket:

$$
n_{\mathbf r'}-n_{\mathbf r'}n_{\mathbf r}-n_{\mathbf r}+n_{\mathbf r}n_{\mathbf r'}
=n_{\mathbf r'}-n_{\mathbf r}.
$$

The products cancel before any average is taken, so no mean-field approximation is involved. With $\rho_{\mathbf r}=\langle n_{\mathbf r}\rangle$,

$$
\frac{d\rho_{\mathbf r}}{dt}=\sum_{i}\Gamma_i\left(\rho_{\mathbf r+\mathbf a_i}+\rho_{\mathbf r-\mathbf a_i}-2\rho_{\mathbf r}\right).
$$

Exclusion blocks some hops out of a site, but it blocks hops into that site in a way that compensates. The mean density obeys the same equation as for independent atoms, at any coverage. This statement concerns the density; it does not describe the motion of one marked atom in the crowd.

Now add a small density wave to a uniform coverage $\bar\rho$, writing $\rho_{\mathbf r}=\bar\rho+A(t)e^{i\mathbf q\cdot\mathbf r}$ with the real part understood. Since $e^{iq_iL_i}+e^{-iq_iL_i}-2=-2(1-\cos q_iL_i)$,

$$
\frac{dA}{dt}=-\lambda A,\qquad \lambda=\sum_i2\Gamma_i\,(1-\cos q_iL_i).
$$

For waves much longer than the hop lengths, $1-\cos q_iL_i\simeq\tfrac12q_i^2L_i^2$, and therefore

$$
\lambda\simeq\Gamma_xL_x^2q_x^2+\Gamma_yL_y^2q_y^2 .
$$

The diffusion equation $\partial_t\rho=D_x\partial_x^2\rho+D_y\partial_y^2\rho$ gives the decay rate $D_xq_x^2+D_yq_y^2$. Comparison yields

$$
D_i=\Gamma_iL_i^2 .
$$

The factor 2 for two neighbours has been cancelled by the $\tfrac12$ in the expansion of the cosine.

The cancellation was tested on a periodic lattice of $4\times3$ sites by solving the full master equation for all arrangements of the atoms. With 1 atom and with 5 atoms, the hop-rate ratio recovered from the decay of density waves was 47.85 in both cases. In a separate calculation, one atom spread along a chain of 161 sites for a time $20/\Gamma$. Its mean square displacement divided by $2t$ gave $D/(\Gamma L^2)=1.000000$.

## (e) The diffusion coefficients

In centimetres, $L_x=2.9\times10^{-8}$ cm and $L_y=4.1\times10^{-8}$ cm. Keeping the unrounded rates,

$$
D_x=(9.125\times10^6\ \mathrm{s^{-1}})(8.41\times10^{-16}\ \mathrm{cm^2})\simeq7.7\times10^{-9}\ \mathrm{cm^2/s},
$$

$$
D_y=(1.907\times10^5\ \mathrm{s^{-1}})(1.681\times10^{-15}\ \mathrm{cm^2})\simeq3.2\times10^{-10}\ \mathrm{cm^2/s}.
$$

Their ratio is not near 48:

$$
\frac{D_x}{D_y}=R\left(\frac{L_x}{L_y}\right)^2=47.85\times0.5003\simeq24 .
$$

A crossing is rarer, but it carries the atom farther, and diffusion weights each hop by the square of its length. On an ideal face-centred cubic (110) surface with cube edge $a$, the spacing within a row is $a/\sqrt2$ and the spacing between equivalent rows is $a$. The squared-length factor is then one half.

A cloud of adatoms released from a small spot has root-mean-square widths $\sqrt{2D_xt}$ and $\sqrt{2D_yt}$, once these greatly exceed its initial size. Their ratio is $\sqrt{24}\simeq4.9$. Thus the same anisotropy appears as 48 in hop rates, 24 in diffusion coefficients and about 5 in the shape of the cloud.

## (f) What the model neglects

**Barrier error.** If the barrier difference is wrong by $\delta$, the ratio changes by the factor $e^{\delta/k_BT}$. For $\delta=0.02$ eV this factor is 2.17, so $R$ could lie anywhere between about 22 and 104. The figure 48 is precise for the stated barriers, but an uncertainty of this size in a real surface's barriers leaves only the order of magnitude secure.

**Unequal prefactors.** Equal prefactors are a premise. To see what a simple potential would give, take $V=\tfrac12E[1-\cos(2\pi s/L)]$. Its curvature at the minimum is $\kappa=2\pi^2E/L^2$, hence

$$
\nu_i=\frac{1}{2\pi}\sqrt{\frac{2\pi^2E_i}{mL_i^2}}=\frac{1}{L_i}\sqrt{\frac{E_i}{2m}} .
$$

With the mass of silver, 107.87 u, this gives $1.26\times10^{12}$ Hz along the rows and $1.03\times10^{12}$ Hz across them. Both support the size chosen for $\nu$, but their ratio is 1.22. Numerical integration of the flux for these two wells gives a rate ratio of 58, about 22 percent above the equal-prefactor value.

**Anharmonic wells.** With $\theta=2\pi s/L$, the sinusoidal potential is $V\simeq E\theta^2/4-E\theta^4/48$. In the harmonic well $\langle\theta^2\rangle=2k_BT/E$ and $\langle\theta^4\rangle=3\langle\theta^2\rangle^2$. To first order in the quartic term, $Z$ is multiplied by

$$
1+\frac{E}{48k_BT}\times3\left(\frac{2k_BT}{E}\right)^2=1+\frac{k_BT}{4E}.
$$

The rate falls by the fraction $k_BT/4E$, which is larger for the lower barrier, so the ratio falls slightly. For wells of equal curvature, the integrated flux ratio lies 0.65 percent below $e^{(E_y-E_x)/k_BT}$ at 300 K and 0.055 percent below it at 30 K. The leading term, $(k_BT/4)(1/E_x-1/E_y)$, gives 0.54 and 0.054 percent; the remainder is of higher order in $k_BT/E$.

**Quantum motion.** Let $u=h\nu_i/k_BT$, where $h$ is Planck's constant. Replacing the classical well by its levels changes the partition function from $1/u$ to $1/[2\sinh(u/2)]$, which multiplies the rate by $2\sinh(u/2)/u$. A parabolic barrier top of the same curvature magnitude transmits the fraction $1/(1+e^{-2\pi\epsilon/u})$ at energy $\epsilon k_BT$ above the top. Its thermal average multiplies the rate by

$$
\int_{-\infty}^{\infty}\frac{e^{-\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/u}}=\frac{u/2}{\sin(u/2)}\qquad(u<2\pi).
$$

The product is $\sinh(u/2)/\sin(u/2)\simeq1+u^2/12$. For the silver frequencies above, this parabolic estimate raises the rates by 0.34 and 0.23 percent, and their ratio by 0.11 percent. Classical motion is a good approximation here.

**Exchange.** A crossing may occur by the adatom pushing a row atom into the next channel and taking its place. On silver (110) this is expected to be the dominant way of crossing, so the single-atom derivation in (a) and the sinusoidal well across the rows do not describe the real crossing, and the adatom that emerges is a different atom. The new adatom can then appear one site farther along $x$. If every crossing, at total rate $2\Gamma_y$, also shifts the position by $\pm L_x$, an isolated adatom has

$$
D_x=\tfrac12(2\Gamma_x+2\Gamma_y)L_x^2=\Gamma_xL_x^2\left(1+\frac1R\right).
$$

The increase is 2.1 percent, an upper bound for crossings that shift by at most one site. $D_y$ is unchanged.

**Attraction.** Suppose neighbours within a channel attract with a bond energy of 0.20 eV, again a rough value. Treat each channel as a chain in equilibrium with pair probabilities $P_{11}$, $P_{10}$ and $P_{00}$. The weight of a pair of adjacent sites is a product of one factor for each site, which includes the rest of the chain on its side, and a factor $K$ if both sites are filled. Hence $P_{11}P_{00}=KP_{10}^2$, where $K=e^{0.20\,\mathrm{eV}/k_BT}=2290$. Let $c$ be the coverage and $w$ the chance that an adatom has a neighbour on a given side. Then $P_{11}=cw$, $P_{10}=c(1-w)$, and $P_{00}\simeq1$ at low coverage, so

$$
c\simeq\frac{w}{K(1-w)^2}=\frac{0.05}{2290\times0.95^2}\simeq2.4\times10^{-5}
$$

for a 5 percent chance. Direct solution of the chain gives the same coverage. Above such coverages, bound atoms soon become common in equilibrium, and the coefficients in (e) are unsafe as collective coefficients, although the ratio 48 still applies to isolated adatoms.

**The real surface.** For silver on silver (110), barriers of a few tenths of an electronvolt (exchange for the crossing) and prefactors of order $10^{12}$ to $10^{13}\ \mathrm{s^{-1}}$ are reasonable rough inputs, not a determination of that surface's rates. Of the effects sized here, the barrier error can move the isolated-atom ratio by a factor of two, and the unequal prefactors of the sinusoidal wells by some twenty percent. That twenty percent belongs to the sinusoidal model only. Real prefactors involve the vibrations of the substrate atoms, which a fixed potential for a single atom does not describe. The prefactor for exchange can be several times that of the in-channel hop, which would lower the ratio by a similar factor instead of raising it. For collective diffusion at coverages well above the small value just found, attraction is the first assumption to repair. Immediate recrossing and long jumps have not been estimated. The main computed values are listed in the numerical output.

## Table of computed values

```
temperature: 300 K
barrier along rows: 0.30 eV
barrier across rows: 0.40 eV
common prefactor: 1.0e+12 1/s
hop length along rows: 0.29 nm
hop length across rows: 0.41 nm
Boltzmann constant: 8.617333e-05 eV/K
thermal energy kT: 0.025852 eV
barrier difference / kT: 3.8682
hop rate along rows, one neighbour: 9.1248e+06 1/s
hop rate across rows, one neighbour: 1.9068e+05 1/s
rate ratio: 47.85
mean wait, either hop along: 54.80 ns
mean wait, either hop across: 2622.3 ns
rate ratio at 200 K: 331.05
rate ratio at 400 K: 18.19
rate ratio at 600 K: 6.92
flux ratio deviation, 300 K: -0.648 percent
flux ratio deviation, 30 K: -0.0547 percent
density-wave rate ratio, 1 of 12 sites: 47.85
density-wave rate ratio, 5 of 12 sites: 47.85
chain spreading, D/(Gamma L^2): 1.000000
D along rows: 7.674e-09 cm2/s
D across rows: 3.205e-10 cm2/s
squared length ratio (Lx/Ly)^2: 0.5003
D ratio: 23.94
factor from 0.02 eV error: 2.168
silver mass: 107.87 u
sinusoidal well frequency along: 1.263e+12 Hz
sinusoidal well frequency across: 1.032e+12 Hz
frequency ratio: 1.224
rate ratio, sinusoidal wells: 58.21
quantum gain, rate along: 0.341 percent
quantum gain, rate across: 0.227 percent
quantum change of ratio: 0.113 percent
exchange bound, gain of D along: 2.09 percent
in-row bond energy: 0.20 eV
bond Boltzmann factor: 2290
chance of neighbour on a given side: 5 percent
coverage for that chance: 2.42e-05 of a monolayer
```
